Passivity of a charge-controlled memristor and the sign of its incremental memristance, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and its proof

### What goes wrong

Suppose the resistance of a thin film is described by a straight line. It is 10 kΩ when no charge has passed and 2 kΩ after 5 µC has passed. A circuit simulation adopts the line but is not told where it ends. When 7.5 µC has passed, the formula returns −2 kΩ.

Now take the simulated element slowly from zero charge to 7.5 µC, swing its charge once by 0.5 µC to either side, and bring it slowly back to zero. With the timings worked out in the second half, the element has delivered a net 34 nJ to the rest of the circuit. It is in its initial state, so the loop can be repeated, and each repetition delivers another 34 nJ. The simulated circuit contains a source of unlimited energy, although nobody put a battery in it.

A positive resistance over the intended range does not reveal the fault, and neither does a positive energy in one particular loop. What is needed is a condition on the constitutive law that covers every permitted current. The condition is a sign: the slope of the flux–charge curve must not be negative at any charge the element can reach.

### The element and the sign of power

Let i(t) be the current entering the terminal marked plus, and let v(t) be the voltage of that terminal relative to the other. With these directions the product vi is the power absorbed by the element. Negative vi means that the element delivers power to the circuit.

The charge q and the flux φ are defined by

dq/dt = i,  dφ/dt = v.

Here φ is the time integral of the terminal voltage. It need not be the magnetic flux through anything.

An ideal charge-controlled memristor is an element whose flux is a single-valued function of its charge, φ = φ(q). I assume that this function has a continuous derivative, called the incremental memristance:

M(q) = dφ/dq.

The chain rule then gives the terminal law:

v = dφ/dt = (dφ/dq)(dq/dt) = M(q) i.

M is measured in ohms, since a weber per coulomb is a volt-second per ampere-second. At a fixed charge the element obeys Ohm's law with resistance M(q). Its memory lies in the dependence of that resistance on the charge that has passed.

### Accessible charges and admissible currents

The accessible charges form an interval Q of nonzero length. Its ends may be set by the device or by the circuit around it. Nothing is assumed about the formula for M outside Q.

A current is admissible if it is piecewise continuous, lasts a finite time and keeps q inside Q. Both signs are allowed, and so are arbitrarily small currents. There may be an upper limit I_max on |i|. At a jump of the current the voltage jumps too, but a finite number of jumps does not affect an energy integral.

Under these conditions any accessible charge can be reached from any other. A constant current of the right sign does it, and its path stays in Q because Q is an interval. If there is a current limit, the transfer is given enough time.

### What passive means

For a current that lasts from t = 0 to t = T, the absorbed energy is

W = ∫₀ᵀ v i dt = ∫₀ᵀ M(q(t)) i(t)² dt.

The element is called passive if W ≥ 0 for every accessible starting charge and every admissible current.

A second definition asks how much energy can be taken out, and calls the element passive if this amount is finite for every start. For a starting charge q₀, the extractable energy is

E(q₀) = sup(−W),

where the supremum runs over all admissible currents that start at q₀, of any finite duration. A charged capacitor has a positive but finite extractable energy, so the second definition calls it passive, whereas the first, applied to every starting state, does not. For the ideal memristor the two definitions agree, as the theorem shows.

**Theorem.** Under the stated assumptions, the following four statements are equivalent.

(a) M(q) ≥ 0 for every q in Q.

(b) W ≥ 0 for every accessible start and every admissible current.

(c) E(q₀) is finite for every q₀ in Q.

(d) E(q₀) is finite for at least one q₀ in Q.

I show that (a) implies (b), (b) implies (c), (c) implies (d), and (d) implies (a). The chain closes, so each statement implies every other.

### From a nonnegative slope to passivity

Assume (a). At each instant the absorbed power is

p = v i = M(q) i².

The square is nonnegative because i is real, and M(q) is nonnegative because q stays in Q. The integral of a nonnegative function over a positive time is nonnegative, so W ≥ 0. This is (b).

Assume (b). Then −W ≤ 0 for every admissible current, so E(q₀) ≤ 0. Zero current is admissible and gives W = 0, so E(q₀) ≥ 0. Hence E(q₀) = 0 for every start, which is finite, and (c) holds.

Statement (d) asks for one starting charge where (c) asks for all of them, so (c) implies (d).

### Two energies needed for the converse

The first is the energy of a transfer at constant current. Let the charge go from q₀ to q₁ in time T, and write Δq = q₁ − q₀ and Δφ = φ(q₁) − φ(q₀). The current is i = Δq/T. One factor of i is constant and leaves the integral:

W_transfer = ∫₀ᵀ M i² dt = i ∫₀ᵀ M(q) i dt.

Since i dt = dq, the remaining integral is the change of flux:

∫₀ᵀ M(q) i dt = ∫ M(q) dq = Δφ,

with q running from q₀ to q₁. Therefore

W_transfer = Δq Δφ / T.

This is finite for every T > 0, whatever the sign of M along the way.

The second is the energy of a small oscillation. Let

q(t) = q* + a sin ωt,  i(t) = aω cos ωt,

with a and ω positive. Over one period,

W_cycle = ∫ M(q* + a sin ωt) a²ω² cos²ωt dt,

with t from 0 to 2π/ω. Put θ = ωt, so that dt = dθ/ω. One factor of ω cancels:

W_cycle = a²ω ∫₀^{2π} M(q* + a sin θ) cos²θ dθ.

The cycle energy is therefore an average of M over the charges visited, multiplied by a positive factor. The weight cos²θ is largest at the centre of the swing, where the current is largest, and vanishes at the turning points.

### From finite extractable energy to a nonnegative slope

Assume (d), and let q₀ be a charge from which the extractable energy is finite. Suppose, contrary to (a), that M(q₁) < 0 for some q₁ in Q.

Set m = −M(q₁)/2, which is positive. By continuity there is a part of Q around q₁, of nonzero length, in which M ≤ −m. If q₁ is an endpoint of Q, this part lies on one side of it, which is enough. Inside it choose a centre q* and a distance δ > 0 such that the whole interval from q* − δ to q* + δ belongs to it.

Let the charge oscillate about q* with amplitude a ≤ δ. Every charge visited has M ≤ −m, so

W_cycle ≤ −m a²ω ∫₀^{2π} cos²θ dθ.

Because cos²θ = (1 + cos 2θ)/2 and cos 2θ integrates to zero over the full range, the integral is π. Hence

W_cycle ≤ −π m a²ω < 0.

If the current is limited, choose ω so that aω ≤ I_max. The cycle energy becomes smaller in magnitude but remains negative.

Now start at q₀, go to q* at constant current in a time T, and perform N cycles. The total absorbed energy obeys

W_N ≤ Δq Δφ/T − N π m a²ω,

where Δq and Δφ now refer to the path from q₀ to q*. The first term is fixed and finite. The second decreases without limit as N grows. The energy that can be taken out from q₀ is therefore unbounded, which contradicts (d). No such q₁ exists, and (a) follows. This completes the proof.

### Why one start is enough

The argument used one starting charge, because a transfer at finite cost leads from it to any other. A related statement also belongs to the equivalent set: W ≥ 0 for all admissible currents from one chosen start, for instance the unused element at q = 0. It follows from (b), and it implies (d), since it makes E(q₀) zero at that start.

An active element can also be exposed by a single closed loop. On the return journey Δq and Δφ both change sign, so their product does not. With equal transfer times,

W_loop = 2 Δq Δφ/T + W_cycle.

The first term falls as 1/T while the second does not depend on T. If Δq Δφ is positive, the loop delivers energy when

T > 2 Δq Δφ / |W_cycle|.

If Δq Δφ is zero or negative, every T will do. A loop with a shorter T can absorb energy even though the element is active. One positive result is therefore no proof of passivity.

### No energy is stored in the charge

For a linear capacitor, v = q/C, and the absorbed energy between two charges is the change of q²/(2C), however fast the change is made. The memristor behaves differently. Let a given history q(t) be run λ times more slowly, so that the new history is q(t/λ). The current is divided by λ, its square by λ², and the duration is multiplied by λ. Hence

W → W/λ.

A function of the initial and final charges could not change in this way unless it were zero. In a passive memristor the absorbed energy is dissipated, and no part of it is recoverable, since E(q₀) = 0 at every charge. Slow operation reduces the loss towards zero.

Uniform slowing keeps the sign of W. Slowing one part of a history more than another can change it. This is how the closed loop exposes an active element: the charge moves slowly where the net cost is positive and quickly where M is negative.

### The slope matters, not the chord

With φ(0) = 0, the ratio φ/q is the slope of the chord from the origin to the point (q, φ). It is related to M by

φ(q)/q = (1/q) ∫₀^q M(q′) dq′.

The chord slope is thus the average of M between zero and q. An average can be positive while some of the values averaged are negative, so φ/q > 0 does not establish passivity.

The transfer formula shows which experiment is misled. Charging from zero to q at constant current absorbs

W = qφ/T = (q²/T)(φ/q).

Such an experiment senses the chord. If φ/q is positive everywhere, every constant-current charging run from q = 0 absorbs energy, even when the element is active. A small oscillation about the final charge senses M itself.

In the other direction the implication does hold. If M ≥ 0 between zero and q, its average is nonnegative too.

### A falling branch in the current–voltage loop

A measured loop in the current–voltage plane can have a section where the voltage falls as the current rises. This does not show that M is negative. Differentiate v = M(q)i with respect to time, writing M′ = dM/dq and using dq/dt = i:

dv/dt = M di/dt + M′ i².

Where di/dt is not zero, the slope of the loop is

dv/di = M + M′ i²/(di/dt).

Take M > 0 and M′ < 0, and let the current approach a smooth positive maximum. Then di/dt is positive and tends to zero, so the second term tends to minus infinity. The loop slope is negative there although the element absorbs power. For an ideal memristor, what shows activity is a point with v and i of opposite sign. In a measured loop such a point can also come from energy returned by a capacitance.

### Where the assumptions enter

Continuity is used to turn one negative value into an interval of them. If a law v = M(q)i were specified with a negative value at one isolated charge and positive values elsewhere, a moving charge would cross that point in no time, and the energy would not register it.

Currents of both signs are needed for repeated cycles. Suppose that i can only be positive and is limited by I_max. Since i dt = dq,

−W = ∫ (−M) i dq ≤ I_max ∫ max(−M, 0) dq.

When the last integral over Q is finite, so is the extractable energy, even if M is negative somewhere. Statement (c) then no longer detects activity. Statement (b) still does, because a start inside the negative interval followed by a small forward step gives W < 0.

The case M = 0 is permitted. If M vanishes throughout Q, the element is a short circuit and W = 0 for every current. If M is a constant R, the element is a linear resistor, and the theorem reduces to R ≥ 0.

## Second half: cycle energies, a titania film and its limits

### Symbols and results carried over

The charge q and flux φ satisfy dq/dt = i and dφ/dt = v. The element has φ = φ(q) and M = dφ/dq, so v = M(q)i, and vi is absorbed power. Q is the interval of accessible charges. The element is passive if its absorbed energy W is nonnegative for every start in Q and every admissible current, and this holds exactly when M ≥ 0 throughout Q.

Two energies are needed below. A constant-current transfer in time T absorbs

W_transfer = Δq Δφ/T.

One period of q = q* + a sin ωt absorbs

W_cycle = a²ω ∫₀^{2π} M(q* + a sin θ) cos²θ dθ.

If M ≤ −m < 0 on all charges visited, then W_cycle ≤ −π m a²ω.

### The cycle energy for a quadratic memristance

Let M be a polynomial of degree at most two. Its expansion about q* then ends at the second-order term:

M(q* + a sin θ) = M(q*) + M′(q*) a sin θ + ½ M″ a² sin²θ.

Three integrals over a full turn are required. The first is ∫cos²θ dθ = π. The second is

∫ sin θ cos²θ dθ = [−cos³θ/3] = 0,

because the cosine has the same value at both ends. For the third, sin θ cos θ = ½ sin 2θ, so

∫ sin²θ cos²θ dθ = ¼ ∫ sin²2θ dθ = π/4.

Inserting them gives

W_cycle = a²ω [π M(q*) + ½ M″ a² (π/4)]
    = π a²ω [M(q*) + a² M″/8].

For a linear M the last term is absent, and the cycle energy gives the memristance at the centre whatever the amplitude. For a general smooth M the formula holds to the order in a that is written, and the bracket tends to M(q*) as a → 0. A small oscillation is therefore a direct measurement of the quantity whose sign decides passivity.

An ideal charge-controlled memristor is passive exactly when M ≥ 0 at every accessible charge, and a small oscillation measures M at its centre. It remains to apply this to a model of a titania film, to work out the energies of the faulty simulation and its repair, and to see how far a real film departs from the model.
